# The Ambegaokar–Eckern–Schön action of a superconducting tunnel junction

Two superconducting leads with equal gap \(\Delta\) are joined by a tunnel barrier of normal resistance \(R\) and capacitance \(C\). Integrating out their electrons to second order in tunnelling leaves an action for the phase difference \(\varphi\) alone. With \(\hbar=k_B=1\), inverse temperature \(\beta=1/T\) and \(g=h/(e^2R)\), it is

\[
S=\int_0^\beta d\tau\,\frac{C\dot\varphi^2}{8e^2}-\frac g4\int_0^\beta\!\!\int_0^\beta d\tau\,d\tau'\Big[G^2\cos\frac{\varphi-\varphi'}2+F^2\cos\frac{\varphi+\varphi'}2\Big],
\]

where \(\varphi'=\varphi(\tau')\), and \(G\), \(F\) depend on \(\tau-\tau'\). At zero temperature \(|G|=(\Delta/\pi)K_1(\Delta|\tau|)\) and \(F=(\Delta/\pi)K_0(\Delta|\tau|)\), with \(K_n\) the modified Bessel functions. A phase path that is smooth on the scale \(\hbar/\Delta\) sees a local action with Josephson energy \(E_J=g\Delta/8\) and a larger capacitance,

\[
C\to C+\delta C(\varphi),\qquad \delta C(\varphi)=\frac{\pi\hbar}{32\,\Delta R}\,(3-\cos\varphi).
\]

The leads are taken in mean-field theory, in equilibrium, with flat particle-hole symmetric bands. The barrier conserves spin, respects time reversal and has many channels of small transparency.

**From electrons to a phase.** Let \(Q=eN_L\) be the charge that tunnelling moves, up to a constant offset. A voltage field decouples the charging energy in each time slice:

\[
e^{-d\tau\,Q^2/2C}\propto\int dV\,e^{-d\tau\,(CV^2/2-iVQ)} .
\]

Use the Nambu spinor \(\Psi_k=(c_{k\uparrow},c^\dagger_{-k\downarrow})^T\), with Pauli matrices \(\tau_i\). The left lead then has the action \(\Psi^\dagger(\partial_\tau+h_L)\Psi\), with

\[
h_L=\xi\tau_3+\Delta e^{i\varphi\tau_3}\tau_1-ieV\tau_3 .
\]

The right lead's phase is set to zero. In a bulk lead, a mismatch between \(\dot\varphi\) and \(2eV\) acts as a shift of the chemical potential and costs an energy proportional to the lead's large density of states. It is therefore suppressed, which leaves \(\dot\varphi=2eV\) and turns \(CV^2/2\) into \(C\dot\varphi^2/8e^2\).

Now put \(\Psi_L=e^{i\tau_3\varphi/2}\Psi_L^{\rm new}\). The time derivative produces \(+i\tau_3\dot\varphi/2\), which cancels the voltage term, and the gap becomes \(\Delta\tau_1\). The phase survives in the tunnelling term. For real \(t\), the spin-down part of \(t\,c_L^\dagger c_R\) changes sign when its operators are reordered, so the original link matrix is \(t\tau_3\). After the rotation it is

\[
\hat T_{LR}=t\,\tau_3e^{-i\tau_3\varphi/2}.
\]

The gap itself only requires \(e^{i\varphi}\) to be periodic. If \(\varphi\) winds by an odd multiple of \(2\pi\), however, \(e^{i\varphi/2}\) changes sign and the new fermions become periodic in \(\beta\) instead of antiperiodic. Relative to the antiperiodic case, the left lead then contributes a factor of size \(\prod_k\tanh^2(E_k/2T)\), with \(E_k=\sqrt{\xi_k^2+\Delta^2}\). In a lead that holds many thermal quasiparticles this product is negligible. The paths that remain obey \(\varphi(\beta)=\varphi(0)+4\pi n\), and the constant offset in \(Q\) adds a phase factor that depends on \(n\) alone. The period \(4\pi\) reflects the transfer of single electrons. In an island too cold to hold thermal quasiparticles, such as an aluminium transmon in equilibrium at 20 mK, the product is close to 1 instead. Windings by \(2\pi\) then count as well, and at low energy the island's charge changes only in pairs.

**Second order in tunnelling.** Let \(\mathcal G=-(\partial_\tau+h)^{-1}\) be the Green function of the uncoupled leads. The Gaussian integral over fermions is a determinant, so

\[
S_T=-\mathrm{Tr}\ln(1-\mathcal G\hat T)=\mathrm{Tr}\,\mathcal G\hat T+\tfrac12\mathrm{Tr}\,\mathcal G\hat T\mathcal G\hat T+\dots
\]

The first term vanishes because \(\hat T\) connects different leads. In the second, the orders left-right and right-left give equal traces, which cancels the factor \(\tfrac12\):

\[
S_T=|t|^2\!\iint d\tau d\tau'\,\mathrm{tr}\big[\mathcal G_L(\tau-\tau')\tau_3e^{-i\tau_3\varphi'/2}\mathcal G_R(\tau'-\tau)e^{i\tau_3\varphi/2}\tau_3\big].
\]

Here \(\mathcal G_{L,R}\) are summed over momenta. For one momentum,

\[
\mathcal G_k(i\omega)=(i\omega-\xi\tau_3-\Delta\tau_1)^{-1}=-\frac{i\omega+\xi\tau_3+\Delta\tau_1}{\omega^2+\xi^2+\Delta^2}.
\]

With density of states \(N\) per spin, the \(\xi\tau_3\) term is odd and integrates to zero. Since \(\int d\xi/(\xi^2+a^2)=\pi/a\),

\[
\mathcal G(i\omega)=-\pi N\frac{i\omega+\Delta\tau_1}{\sqrt{\omega^2+\Delta^2}},\qquad \mathcal G(\tau)=-\pi N\,[G(\tau)+F(\tau)\tau_1].
\]

\(G\) is odd in time and \(F\) is even. The mixed products \(GF\) have no diagonal elements and drop out of the trace. In the normal product, \(G(\tau-\tau')G(\tau'-\tau)=-G^2\), and the phase factors give \(2\cos[(\varphi-\varphi')/2]\). In the anomalous product, \(\tau_3\tau_1\tau_3=-\tau_1\) and \(\tau_1e^{-i\tau_3\varphi'/2}\tau_1=e^{i\tau_3\varphi'/2}\), so

\[
\mathrm{tr}\big[\tau_1\tau_3e^{-i\tau_3\varphi'/2}\tau_1e^{i\tau_3\varphi/2}\tau_3\big]=-\mathrm{tr}\,e^{i\tau_3(\varphi+\varphi')/2}=-2\cos\frac{\varphi+\varphi'}2 .
\]

Both parts carry the same prefactor, \(-2\pi^2|t|^2N_LN_R\).

The normal resistance fixes this number. At voltage \(V\) the golden rule gives the rate \(2\cdot2\pi|t|^2N_LN_R\,eV/\hbar\), where the first 2 counts spin. Multiplying by \(e\) gives the current, hence

\[
\frac1R=\frac{4\pi e^2}{\hbar}|t|^2N_LN_R,\qquad g=\frac{2\pi\hbar}{e^2R}=8\pi^2|t|^2N_LN_R .
\]

So \(2\pi^2|t|^2N_LN_R=g/4\), which is the stated non-local action.

The trace algebra and the winding rule were tested on leads with two levels each, at \(\xi=\pm0.5\) and \(\pm0.9\), with gaps 0.8 and 1.1 and \(\beta=4\). For unequal leads \(G^2\) and \(F^2\) become \(G_LG_R\) and \(F_LF_R\). On the path \(\varphi=0.4+0.9\sin(2\pi\tau/\beta)\), the \(t^2\) coefficient of the action from the full fermion determinant is \(-9.9602\), and the formula gives \(-9.9603\). With a \(4\pi\) winding added, the values are \(-4.9445\) and \(-4.9446\). At \(t=0.3\), the log-determinants before and after the phase rotation agree to \(6\times10^{-5}\) for a \(4\pi\) winding, but differ by 0.148 for a \(2\pi\) winding.

**The kernels.** At \(T=0\), \(\int(d\omega/2\pi)\,e^{-i\omega\tau}/(\omega^2+E^2)=e^{-E|\tau|}/2E\), with \(E=\sqrt{\xi^2+\Delta^2}\). Substituting \(\xi=\Delta\sinh u\),

\[
F=\frac\Delta\pi\int_0^\infty\frac{d\xi}E\,e^{-E|\tau|}=\frac\Delta\pi\int_0^\infty du\,e^{-\Delta|\tau|\cosh u}=\frac\Delta\pi K_0(\Delta|\tau|).
\]

In \(G\), the factor \(i\omega\) acts as \(-\partial_\tau\), which removes \(1/E\). For \(\tau>0\),

\[
G=\frac1\pi\int_0^\infty d\xi\,e^{-E\tau}=\frac\Delta\pi\int_0^\infty du\,\cosh u\;e^{-\Delta\tau\cosh u}=\frac\Delta\pi K_1(\Delta\tau).
\]

At long times both squares fall as \(e^{-2\Delta|\tau|}/|\tau|\), since a virtual tunnelling event creates two quasiparticles. This short memory is what allows a local limit.

A normal junction has none. With \(\Delta=0\), \(F\) vanishes and

\[
G=2T\sum_{n\ge0}\sin[(2n+1)\pi T\tau]=\frac{T}{\sin\pi T\tau},
\]

which at \(T=0\) falls off only as \(1/\tau\). For small phases \(\cos[(\varphi-\varphi')/2]\approx1-(\varphi-\varphi')^2/8\). With \(\varphi=T\sum_m\varphi_me^{-i\nu_m\tau}\),

\[
S_T\approx\frac g{32}\iint G^2(\varphi-\varphi')^2=\frac g{16}\,T\sum_m|\varphi_m|^2\!\int_0^\beta\! d\tau\,G^2(1-\cos\nu_m\tau).
\]

In frequency space the last integral is \(T\sum_n[1-\mathrm{sgn}\,\omega_n\,\mathrm{sgn}(\omega_n-\nu_m)]\). It has \(|m|\) non-zero terms, each equal to 2, so it is \(2T|m|=|\nu_m|/\pi\). The action is proportional to \(|\nu|\), which is Ohmic damping by the resistance \(R\). A capacitance would give \(\nu^2\).

**Slow phase in the gapped junction.** Let \(s=\tau-\tau'\) and expand a smooth path about the midpoint time:

\[
\varphi-\varphi'\approx s\dot\varphi,\qquad \frac{\varphi+\varphi'}2\approx\varphi+\frac{s^2}8\ddot\varphi .
\]

To order \(s^2\),

\[
\cos\frac{\varphi-\varphi'}2\approx1-\frac{s^2\dot\varphi^2}8,\qquad \cos\frac{\varphi+\varphi'}2\approx\cos\varphi-\frac{s^2}8\ddot\varphi\sin\varphi .
\]

Integration by parts replaces \(-\ddot\varphi\sin\varphi\) by \(+\dot\varphi^2\cos\varphi\). The boundary term vanishes because \(\dot\varphi\sin\varphi\) is periodic, even with winding. Apart from a constant,

\[
S_T\approx-\frac g4\int d\tau\Big\{\cos\varphi\!\int\!F^2ds+\frac{\dot\varphi^2}8\Big[\cos\varphi\!\int\!s^2F^2ds-\!\int\!s^2G^2ds\Big]\Big\}.
\]

The moments follow from the integral forms of \(K_0\) and \(K_1\). Write \(u=a+b\), \(v=a-b\), so that \(\cosh u+\cosh v=2\cosh a\cosh b\) and \(du\,dv=2\,da\,db\). Extending \(u\) and \(v\) to the whole plane brings a factor \(\tfrac14\). With \(\int_{-\infty}^\infty da/\cosh a=\pi\),

\[
\int_0^\infty\! K_0^2\,dx=\frac14\iint\frac{2\,da\,db}{2\cosh a\cosh b}=\frac{\pi^2}4 .
\]

For the second moments, \(\int_0^\infty x^2e^{-cx}dx=2/c^3\) and \(\int_{-\infty}^\infty da/\cosh^3a=\pi/2\) give

\[
\int_0^\infty\! x^2K_0^2\,dx=\frac18\Big(\frac\pi2\Big)^2=\frac{\pi^2}{32}.
\]

\(K_1^2\) has the extra weight \(\cosh u\cosh v=\cosh^2a+\cosh^2b-1\), hence

\[
\int_0^\infty\! x^2K_1^2\,dx=\frac18\Big(2\cdot\pi\cdot\frac\pi2-\frac{\pi^2}4\Big)=\frac{3\pi^2}{32}.
\]

Restoring \(\Delta\) and counting both signs of \(s\),

\[
\int F^2ds=\frac\Delta2,\qquad\int s^2F^2ds=\frac1{16\Delta},\qquad\int s^2G^2ds=\frac3{16\Delta}.
\]

The potential is \(-(g\Delta/8)\cos\varphi\). The kinetic term is \(g\dot\varphi^2(3-\cos\varphi)/512\Delta\). Setting it equal to \(\delta C\,\dot\varphi^2/8e^2\) gives \(\delta C=e^2g(3-\cos\varphi)/64\Delta\), and \(g=2\pi\hbar/e^2R\) with \(\hbar\) restored turns this into the stated result. The 3 comes from virtual quasiparticle tunnelling and the cosine from its anomalous partner. Their sum is positive at every phase.

A \(2\pi\) phase slip \(\varphi=4\arctan e^{\tau/w}\) tests the expansion at large amplitude. For \(w=6\hbar/\Delta\) the non-local action, less its potential part, is \(0.008663\,g\), against \(0.008681\,g\) from the local kinetic term. The difference is 0.2% of the local value. At \(w=12\hbar/\Delta\) it is 0.05%, a fall by about four, as expected for a correction of order \((\hbar/w\Delta)^2\).

**Real time and temperature.** Set \(\varphi=\varphi_0+\eta\), with a bias current cancelling the term linear in \(\eta\). The tunnelling part of the quadratic action is \(\tfrac12T\sum_\nu K(i\nu)|\eta_\nu|^2\), where

\[
K(i\nu)=\frac g8\int ds\,\big[G^2(1-\cos\nu s)+\cos\varphi_0\,F^2(1+\cos\nu s)\big].
\]

Hence \(K(0)=E_J\cos\varphi_0\), and \(K(i\nu)-K(0)\) contains \((G^2-\cos\varphi_0F^2)(1-\cos\nu s)\). At \(T=0\) each lead function is a sum of exponentials \(e^{-E|s|}\), with weight \(E/\sqrt{E^2-\Delta^2}\) in \(G\) and \(\Delta/\sqrt{E^2-\Delta^2}\) in \(F\). For a pair of total energy \(\omega\),

\[
\int ds\,e^{-\omega|s|}(1-\cos\nu s)=\frac{2\nu^2}{\omega(\omega^2+\nu^2)} .
\]

Using \(g/4\pi^2=1/(2\pi e^2R)\), this gives

\[
K(i\nu)-K(0)=\frac1{4e^2}\,\frac2\pi\int_0^\infty d\omega\,Y_1(\omega)\frac{\nu^2}{\omega^2+\nu^2},
\]

\[
Y_1(\omega)=\frac1{\omega R}\int_\Delta^{\omega-\Delta}\!dE\,\frac{E(\omega-E)-\Delta^2\cos\varphi_0}{\sqrt{E^2-\Delta^2}\sqrt{(\omega-E)^2-\Delta^2}}\quad(\omega>2\Delta).
\]

In real time the current is \(2eK\eta\) and \(-i\omega\eta=2eV\), so the admittance is \(4e^2K/(-i\omega)\). Under \(i\nu\to\omega+i0\) its real part becomes \(Y_1\), the absorption by pair breaking. The continued \(K\) is the retarded kernel of the quadratic Keldysh action for equilibrium leads. Below \(2\Delta\) the part beyond \(K(0)\) is \(-i\omega\,\delta C(\omega)\), with

\[
\delta C(\omega)=\frac2\pi\int_{2\Delta}^\infty d\omega'\frac{Y_1(\omega')}{\omega'^2-\omega^2}.
\]

The added capacitance is thus the reactive counterpart of absorption above the gap, and it grows as \(\omega\) approaches \(2\Delta\).

At finite temperature, pair breaking acquires the factor \(1-f(E)-f(\omega-E)\), with \(f\) the Fermi function. Thermal quasiparticles can also absorb by scattering from \(E\) to \(E+\omega\). This process pairs energies of opposite sign, which reverses the sign of the anomalous term, and it occurs in both directions:

\[
Y_1^{\rm sc}=\frac2{\omega R}\int_\Delta^\infty\!dE\,\frac{E(E+\omega)+\Delta^2\cos\varphi_0}{\sqrt{E^2-\Delta^2}\sqrt{(E+\omega)^2-\Delta^2}}\,[f(E)-f(E+\omega)].
\]

At \(T=0.4\Delta\), \(\cos\varphi_0=0.6\) and the first non-zero Matsubara frequency, the integral over \(Y_1\) and the direct Matsubara sum both give 0.468254 for \(8[K(i\nu)-K(0)]/g\) in units of \(\Delta\). Because \(Y_1^{\rm sc}\) extends to zero frequency, the thermal part of \(K\) is not proportional to \(\nu^2\) at small \(\nu\), and a capacitance alone no longer describes the junction. The Josephson energy stays well defined: \(\int_0^\beta F^2d\tau=T\sum_n\Delta^2/(\omega_n^2+\Delta^2)=(\Delta/2)\tanh(\Delta/2T)\), so \(E_J=(g\Delta/8)\tanh(\Delta/2T)\), with \(\Delta\) the gap at that temperature.

**An aluminium junction.** Take the rough values of an aluminium-oxide transmon: \(\Delta=180\) µeV, \(R=8.0\) kΩ and a total capacitance of 75 fF, mostly from the shunt. Then \(g=3.227\) and

\[
E_J=\frac{3.227\times180\ \mu\mathrm{eV}}8=72.6\ \mu\mathrm{eV},
\]

or 17.55 GHz times \(h\). The charging energy \(E_C=e^2/2C\) is 0.258 GHz times \(h\), and the plasma frequency \(\sqrt{8E_JE_C}/h\) is 6.02 GHz. The unit \(\pi\hbar/32\Delta R\) is 0.0449 fF. The added capacitance is twice this at \(\varphi=0\), 0.090 fF, and four times this at \(\varphi=\pi\), 0.18 fF.

At \(\varphi=0\) the addition is 0.12% of the total. The plasma frequency varies as \(C^{-1/2}\), so the added capacitance alone should lower it by \(\tfrac12\times0.12\%\times6.02\) GHz, or 3.6 MHz. Diagonalizing the circuit Hamiltonian at zero offset charge, with the kinetic term ordered as \(2e^2\,n\,C(\varphi)^{-1}n\) for pair number \(n\), gives a 0–1 frequency of 5.752 GHz without the correction. The shift from the capacitance alone is \(-3.27\) MHz if \(\delta C\) is held at its \(\varphi=0\) value and \(-3.52\) MHz with its phase dependence. The second is larger because \(\delta C\) is smallest at \(\varphi=0\) and the excited state spreads further from there. It also depends slightly on the operator ordering, which the local action does not fix: the symmetric ordering \(e^2\{n^2,C(\varphi)^{-1}\}\) gives \(-3.57\) MHz.

The non-local action has a second effect of similar size, because a quantum path is not smooth at short times. A pair crosses the barrier as two electrons. Between the two crossings the pair number is \(n+\tfrac12\), and the charging energy \(4E_C(n+\tfrac12)^2\) lies below the mean of its values at \(n\) and \(n+1\) by \(E_C\). To first order in \(E_C/\Delta\) this multiplies \(F^2\) by \(1+E_C|s|\). Since \(\int_0^\infty xK_0^2\,dx=\tfrac12\), \(E_J\) rises by the fraction \(2E_C/\pi^2\Delta\), here 0.12%, which raises the 0–1 frequency by 3.63 MHz. The two shifts nearly cancel: first-order perturbation theory with the full non-local action gives a net shift of only \(+0.11\) MHz. This is an accident of the chosen resistance. In the plasma frequency the two effects cancel at \(g=32/\pi^2\approx3.24\), and at larger \(g\) the capacitance wins. In the 0–1 frequency, at this capacitance and gap, the net shift changes sign slightly later, at \(g\approx3.33\).

A parallel-plate estimate for the junction alone, with area 0.04 µm², oxide thickness 1.5 nm and relative permittivity 9, all rough, gives 2.1 fF, and \(\delta C\) at \(\varphi=0\) is 4% of this value. A single frequency measurement cannot separate \(\delta C\) from a 0.12% error in the total capacitance. Real devices also depart from the model. The first two effects below can shift the frequency by megahertz, and the third can limit the lifetime:

- *Unequal gaps.* With gaps 10% above and below the mean and \(R\) fixed, \(\delta C\) at \(\varphi=0\) changes by only \(+0.13\%\), but \(E_J\) falls by 0.75%. Half of that, applied to the plasma frequency, is about 23 MHz, several times the capacitive shift.
- *Uneven barriers.* About \(10^6\) channels fit in the area, for a Fermi wavenumber of roughly 17.5 nm⁻¹, so the mean transparency is \(1.7\times10^{-6}\) and higher orders in tunnelling are negligible. If instead channels of transparency 0.01 carried all the current, the standard bound-state energy \(-\Delta\sqrt{1-0.01\sin^2(\varphi/2)}\) per channel, taken here as given, would raise the 0–1 frequency by 1.9 MHz at the same \(R\).
- *Quasiparticles.* In equilibrium at 20 mK their loss is negligible. If excess quasiparticles are represented by an effective 150 mK, the energy decay time \(C/Y_1\) of the linearized circuit is 42 µs for equal gaps. This time is set by the difference of the downward and upward rates; a two-level relaxation time adds them and is about 31 µs. A gap difference larger than the photon energy suppresses the loss: raising one gap by 20% lengthens \(C/Y_1\) to about 140 µs.

The frequency dependence of \(\delta C\) matters far less. The photon energy is 6.6% of \(2\Delta\), and \(\delta C\) at the 0–1 frequency exceeds its static value by 0.08%. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
TESTS (dimensionless, hbar = gap = 1 where a gap enters)
action/hop^2, no winding: determinant -9.96016, formula -9.96028
action/hop^2, 4 pi winding: determinant -4.94450, formula -4.94461
log-determinant mismatch of gauges, 4 pi winding: 5.7e-05
log-determinant mismatch of gauges, 2 pi winding: 0.148
weak-link conductance: scattering 8.0064e-04 e^2/h
weak-link conductance: golden rule 7.9920e-04 e^2/h
moments x^2 K1^2, x^2 K0^2, K0^2: 0.92528, 0.30843, 2.46740
phase slip width 6: kinetic action/g non-local 0.008663, local 0.008681, error 0.201 %
phase slip width 12: kinetic action/g non-local 0.004338, local 0.004340, error 0.051 %
kernel at T = 0.4, cos phi = 0.6: real time 0.468254, Matsubara 0.468254
EXAMPLE: aluminium-oxide transmon junction, rough typical inputs
gap: 180 ueV
normal resistance: 8.0 kOhm
total capacitance without the correction: 75.0 fF
g = h/(e^2 R): 3.2266
Josephson energy: 72.599 ueV = 17.554 GHz (times h)
charging energy e^2/2C: 0.2583 GHz (times h)
plasma frequency: 6.0224 GHz
pi hbar/(32 gap R): 0.04487 fF
added capacitance at phi = 0: 0.0897 fF
added capacitance at phi = pi/2: 0.1346 fF
added capacitance at phi = pi: 0.1795 fF
added/total capacitance at phi = 0: 0.1197 %
0-1 frequency without correction: 5.75161 GHz
shift, capacitance fixed at phi = 0 value: -3.268 MHz
shift, phase-dependent capacitance: -3.515 MHz
EFFECTS LEFT OUT
photon energy / (2 gap): 0.0661
rise of added capacitance at the 0-1 frequency: 0.082 %
quasiparticle-limited decay time at 20 mK: 1.9e+35 s
quasiparticle-limited decay time at 150 mK: 42.3 us
rough area 0.04 um2, Fermi wavenumber 17.5 1/nm: channels 9.75e+05
mean channel transparency: 1.7e-06
second/first harmonic, mean transparency: 1.0e-07
second/first harmonic, transparency 0.01: 6.28e-04
0-1 shift from transparency 0.01: 1.860 MHz
gaps 1.1 and 0.9 of mean: added capacitance at phi = 0 +0.125 %
gaps 1.1 and 0.9 of mean: Josephson energy -0.751 %
plate estimate (rough eps_r 9, 1.5 nm): 2.125 fF
added capacitance at phi = 0 / plate estimate: 4.22 %
```
